\section*{Why a Metal's Electronic Charge Is Not Its Oxidation State}

\section{Two quantities with the same unit}

Take a metal atom surrounded by an octahedron of six oxygen atoms. Its \emph{formal oxidation state} is the charge it would have if every shared electron were given whole to the side, the metal or the oxygens taken together, on which it has the larger weight. It is an integer found by counting. Its \emph{electronic charge} is the charge of the core minus the mean number of electrons found on the metal. It is an expectation value and need not be an integer.

The core here is a metal ion of charge $+4$ with an empty d shell, and $N$ is the mean d population, so the metal charge is $4-N$ in units of the elementary charge $e$. The d and ligand orbitals are taken as orthogonal, which makes $N$ well defined. Integrating a density over a region of space would in general give a different number, and the difference can be large, because it depends on where the border between the atoms is drawn.

The ten d spin-orbitals comprise six of $t_{2g}$ type and four of $e_g$ type. Each couples to one combination of oxygen orbitals of its own symmetry, and the two together are called a pair. With $\hat n_i$ the occupation of d spin-orbital $i$ and $\hat N=\sum_i\hat n_i$, the model is
\begin{equation}
H=\Delta\,\hat N+\frac U2\,\hat N(\hat N-1)-\sum_i V_i\,(d_i^\dagger L_i+L_i^\dagger d_i).
\label{H}
\end{equation}
The ligand level is the zero of energy, $\Delta$ is the cost of moving the first electron from ligand to metal, $U>0$ is the repulsion between two d electrons, and $V_i>0$ is the hopping, equal to $V_t$ or $V_e$.

\section{The belief and its appeal}

The belief is that a metal going from $+3$ to $+4$ loses one electron, so that its charge rises by one. In the ionic limit this is true. The complex as a whole does lose one electron, and the formal count places that electron in a metal d orbital. It seems to follow that the density around the metal drops by one electron.

The flaw is the assumption that the other electrons stay as they were. They are shared between metal and oxygen, and they shift when the metal becomes more attractive. The shift is extra ligand-to-metal donation. It is called back-flow below, because it returns charge to the metal. It should not be confused with back-donation from filled metal orbitals to empty ligand orbitals, which runs the other way.

\section{Where the integer comes from}

The hopping in (\ref{H}) moves an electron only within its pair, so the number of electrons in each pair is conserved. A pair with two electrons has both orbitals full; hopping is blocked by the Pauli principle, and the pair holds one d electron. A pair with one electron shares it, with weight $p_i$ on the metal and $1-p_i$ on the ligand.

Let $n$ of the $t_{2g}$ pairs hold two electrons and all other pairs one. For the parameters used below and $n=0,1,2$, numerical diagonalization of (\ref{H}) for every distribution of the $10+n$ electrons over the pairs gives this filling the lowest energy. If $p_i<\tfrac12$, each shared electron is assigned to the ligand. The metal then keeps $n$ electrons, and the oxidation state is $4-n$. The actual population is
\begin{equation}
N=n+(6-n)\,p_t+4\,p_e .
\label{N}
\end{equation}
The oxidation state contains $n$ alone; the charge also contains the weights. If some $p_i$ exceeded $\tfrac12$, this rule would give those electrons to the metal, and the oxidation state would no longer be $4-n$. The threshold $\tfrac12$ belongs to counting in symmetry orbitals. Mixing the two shared $e_g$ orbitals of one spin with the four pure oxygen $\sigma$ combinations gives six equivalent orbitals, one per oxygen, each with metal weight $p_e/3$. A count in such localized orbitals can therefore still favour oxygen when $p_e$ is above $\tfrac12$.

\section{The weights in mean field}

Let each shared electron occupy $\sqrt{1-p_i}\,|L_i\rangle+\sqrt{p_i}\,|d_i\rangle$, and take the product of these states. The hopping energy of one pair is $-2V_i\sqrt{p_i(1-p_i)}$. Since $\hat n_i^2=\hat n_i$, the repulsion operator $\hat N(\hat N-1)/2$ equals $\sum_{i<j}\hat n_i\hat n_j$, whose mean in a product state is $\sum_{i<j}p_ip_j$. Full pairs enter with $p=1$ and have no hopping energy. Hence
\begin{equation}
E=\Delta N+U\sum_{i<j}p_ip_j-2\sum_i V_i\sqrt{p_i(1-p_i)} .
\end{equation}
Setting the derivative with respect to the weight of a shared electron to zero gives
\begin{equation}
e_i=\frac{V_i(1-2p_i)}{\sqrt{p_i(1-p_i)}},\qquad e_i=\Delta+U(N-p_i).
\label{stat}
\end{equation}
Here $e_i$ is the d level felt by that electron, which is repelled by all d charge except its own.

To solve for $p_i$, put $y=1-2p_i$, so that $p_i(1-p_i)=(1-y^2)/4$. Equation (\ref{stat}) becomes $e_i\sqrt{1-y^2}=2V_iy$. Squaring gives $y^2=e_i^2/(e_i^2+4V_i^2)$, and $y$ has the sign of $e_i$. Therefore
\begin{equation}
p_i=\frac12\left(1-\frac{e_i}{R_i}\right),\qquad R_i=\sqrt{e_i^2+4V_i^2}.
\label{p}
\end{equation}
The condition $p_i<\tfrac12$ is thus the condition $e_i>0$.

The solution is unique if $U<4V_i$ for every pair. The second derivative of the hopping term is
\begin{equation}
c_i=\frac{V_i\,[4p_i(1-p_i)+(1-2p_i)^2]}{2[p_i(1-p_i)]^{3/2}}
=\frac{V_i}{2[p_i(1-p_i)]^{3/2}}\ \ge\ 4V_i ,
\label{c}
\end{equation}
because the square bracket equals one and $p_i(1-p_i)\le\tfrac14$. The repulsion adds $U$ to every off-diagonal element of the matrix of second derivatives and nothing to the diagonal. For any changes $u_i$ of the weights, the quadratic form is $\sum_i(c_i-U)u_i^2+U(\sum_iu_i)^2$, which is positive. The energy is convex and has one minimum.

\section{How much charge the metal loses}

Start from the $+4$ state, $n=0$, and add the electron that makes it $+3$. Oxidation is the reverse step. Hold a charge $x$ in one $t_{2g}$ d spin-orbital and let the other nine pairs adjust:
\begin{equation}
N=x+5p_t+4p_e .
\end{equation}
At $x=p_t^{(0)}$, the weight in the $+4$ state, the nine pairs satisfy the same equations as in that state. At $x=1$ the chosen pair is full and the state is $+3$. The values between are a mathematical path connecting the two.

From (\ref{p}), a change of level changes the weight by
\begin{equation}
\frac{dp_i}{de_i}=-\frac12\left(\frac1{R_i}-\frac{e_i^2}{R_i^3}\right)=-\frac{2V_i^2}{R_i^3}\equiv-g_i .
\end{equation}
Since $de_i=U(dN-dp_i)$, we have $dp_i=-g_iU(dN-dp_i)$. Collecting the terms in $dp_i$ gives
\begin{equation}
dp_i=-\kappa_i\,dN,\qquad \kappa_i=\frac{Ug_i}{1-Ug_i}.
\end{equation}
Equation (\ref{p}) gives $p_i(1-p_i)=V_i^2/R_i^2$, so $c_i=R_i^3/(2V_i^2)=1/g_i$. Then $Ug_i\le U/(4V_i)<1$, and $\kappa_i$ is positive. Inserting $dp_i$ into $dN=dx+5\,dp_t+4\,dp_e$ yields
\begin{equation}
\frac{dN}{dx}=s(x)=\frac1{1+5\kappa_t+4\kappa_e},\qquad
\Delta N=\int_{p_t^{(0)}}^{1}s(x)\,dx .
\label{result}
\end{equation}
Here $\Delta N$ is the charge the metal loses on oxidation from $+3$ to $+4$. Because $0<s<1$,
\begin{equation}
0<\Delta N<1-p_t^{(0)}<1 .
\end{equation}
Within this mean-field model, for $U<4V_i$ and with $\Delta$, $U$ and $V_i$ held fixed, the metal does become more positive, but by less than one unit. The ligands lose the remaining $1-\Delta N$.

The mechanism is negative feedback. Removing d charge lowers the d level, and the lower level draws the shared electrons towards the metal. The charge would stay nearly constant if $5\kappa_t+4\kappa_e\gg1$. In the two cases computed below, this sum at $x=p_t^{(0)}$ is $0.9$ for $\Delta=3$~eV and $3.4$ for $\Delta=-8$~eV, so only the second comes near. For $\Delta>0$, $\kappa_i$ vanishes when either the repulsion or the hopping does.

Two limits separate these causes. For $U=0$ every $\kappa_i$ vanishes, the shared electrons do not respond, and $\Delta N=1-p_t^{(0)}$. With $\Delta=3$~eV and $V_t=2$~eV, $R_t=5$~eV, $p_t=0.2$ and $\Delta N=0.8$. The deficit is then static sharing, without any back-flow.

For weak hopping and $\Delta>0$, (\ref{p}) gives $p_i\approx V_i^2/e_i^2$, with $e_i\approx\Delta$ in the $+4$ state and $e_i\approx\Delta+U$ in the $+3$ state. To second order in the hopping,
\begin{equation}
1-\Delta N\approx\frac{6V_t^2+4V_e^2}{\Delta^2}-\frac{5V_t^2+4V_e^2}{(\Delta+U)^2},
\end{equation}
which tends to zero. Weak hopping lies outside $U<4V_i$, but for $\Delta>0$ the product $Ug_i\approx2UV_i^2/e_i^3$ is still small. This is the ionic limit, in which the belief is right.

\section{Two cases in numbers}

Take $U=5$~eV, $V_t=2$~eV and $V_e=4$~eV. With $\Delta=3$~eV these are rough values for titanium in an oxygen octahedron. A second case changes only $\Delta$, to $-8$~eV. It is called covalent below and does not represent titanium. The negative $\Delta$ makes it an extreme, negative charge-transfer case: in the exact $+4$ state the $d^0$ configuration has a weight of only 1 per cent, and $d^2$ and $d^3$ dominate. Solving (\ref{N}) and (\ref{p}) numerically gives these metal charges:

\begin{center}
\begin{tabular}{lcc}
Oxidation state & $\Delta=3$ eV & $\Delta=-8$ eV\\
$+4$ & $+3.00$ & $+1.54$\\
$+3$ & $+2.42$ & $+1.32$\\
$+2$ & $+1.67$ & $+0.96$
\end{tabular}
\end{center}

In the titanium-like $+4$ state $p_t=0.056$ and $p_e=0.166$, so $N=6(0.056)+4(0.166)=1.00$. In the $+3$ state the weights are $0.032$ and $0.104$, so $N=1+5(0.032)+4(0.104)=1.58$. The metal loses $0.57\,e$ (differences are taken before rounding). With the shared electrons frozen at their $+4$ weights in both states, it would have lost $1-0.056\approx0.94\,e$; the back-flow of $0.37\,e$ makes up the difference. The six oxygens together lose $0.43\,e$, or $0.07\,e$ each.

In the covalent case the weights fall from $p_t=0.176$, $p_e=0.349$ in the $+4$ state to $0.115$ and $0.276$ in the $+3$ state. The population changes from $2.46$ to $2.68$. The metal loses $0.22\,e$ while its oxidation state rises by one, and the ligands supply $0.78\,e$. This is the sense in which the charge can be almost unchanged.

Rounding the charges fails as a way to find the oxidation state. In the titanium-like column the $+4$ state would be read as $+3$, and the $+3$ and $+2$ states would both be read as $+2$.

The step from $+2$ to $+3$ changes the charge more, by $0.75\,e$ and $0.36\,e$ in the two cases. The formulas show why. With more d electrons present the levels $e_i$ lie higher, so $p_t$, $g_i$ and $\kappa_i$ are smaller. This gives nearly all of the increase; that one fewer $t_{2g}$ pair is free to respond adds less than $0.01\,e$.

The product state neglects correlation between the pairs. Numerical diagonalization of (\ref{H}) gives losses from $+3$ to $+4$ of $0.54\,e$ and $0.20\,e$. Relative to these, mean field is too high by about 7 and 9 per cent.

\section{Set beside a real titanium oxide}

Energies of a few eV for $\Delta$, $U$ and $V_i$ are the usual size in cluster descriptions of titanium oxides, but the values depend on the description. In the titanium-like $+3$ state the lowest other filling of the pairs lies $1.0$~eV higher, about twelve times the thermal energy at 1000~K, so heat hardly disturbs this filling. If this gap is read as the $t_{2g}$--$e_g$ splitting, it is low: the absorption bands of Ti(III) in water and in sapphire, where six oxygens surround it, lie near 2.5~eV.

A real complex also breaks the assumption that $\Delta$ and $V_i$ stay fixed. Three effects can be sized in mean field by changing the $+3$ state alone:
\begin{itemize}
\item \emph{Weaker hopping.} Let the bond be $2.00$~\AA\ in the $+4$ state and $2.08$~\AA\ in the $+3$ state, both rough. If hopping falls as the bond length to the power $-7/2$, it is multiplied by $0.87$, and the loss becomes $0.49\,e$.
\item \emph{Electrostatic offset.} Point charges of $+3.0\,e$ on the metal and $-1.83\,e$ on each oxygen, in an isolated octahedron screened by a rough permittivity of 6, lower $\Delta$ by $0.36$~eV in the longer-bonded state. The loss becomes $0.60\,e$.
\item \emph{Metal--ligand repulsion.} An energy $WN(10+n-N)$ has the derivative $W(10+n-2N)$ with respect to $N$. The constant part belongs to $\Delta$ and the part in $N$ to $U$, which leaves a level shift $Wn$. With the same screening $W=1.2$~eV, and the loss becomes $0.51\,e$.
\end{itemize}
Together they give $0.44\,e$ in place of $0.57\,e$. These are sizes, not predictions. Repulsion among the ligand electrons acts against the third effect and is left out above. Between different oxygens alone, with the charge spread evenly and the same screening, it is $0.67$~eV, which cuts the shift from $1.2$ to $0.53$~eV and changes $0.51\,e$ to $0.54\,e$ and $0.44\,e$ to $0.48\,e$. The surrounding crystal, Hund exchange and the change in d-orbital radius are also left out.

For an oxide layer whose composition varies with depth, a computed metal charge therefore needs calibration. It should be compared with charges from reference compounds of known oxidation state, obtained with the same method and the same division of the density, and with similar bonding. In the model a full oxidation step is worth $0.57\,e$ at $\Delta=3$~eV, $0.46\,e$ at $\Delta=0$ and only $0.22\,e$ in the extreme case $\Delta=-8$~eV, so a charge difference far below one does not rule out a full step. The oxidation state itself comes from counting electrons in localized occupied orbitals and assigning each one whole. Localization matters: mixing a filled d orbital in equal parts with a shared orbital of the same spin leaves the density unchanged but can change the count.
